# When vibronic coupling makes a nonpolar structure unstable, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The threshold

A structural relaxation of a crystal with inversion symmetry poses a decision before it starts: keep the atoms in the symmetric arrangement, or push them off it along a polar displacement. The force along such a displacement vanishes at the symmetric point, whether that point is a minimum or a maximum of the energy. A relaxation that starts there and preserves the symmetry can therefore report a converged structure that is unstable. What decides the matter is the sign of the energy curvature. For two electrons in an orbital that a polar displacement mixes with an empty one, that sign follows from three numbers: an orbital gap, a coupling and a lattice stiffness.

### Setting and assumptions

Let $u$ be the amplitude of a polar displacement, for instance that of a metal ion against the cage of anions around it. Inversion turns $u$ into $-u$, and $u=0$ is the nonpolar structure. The assumptions are these.

1. The nuclei are classical and at rest, so that the energy is a function $E(u)$.
2. At $u=0$ two orbitals of opposite parity, $\phi_-$ and $\phi_+$, have energies $-D$ and $+D$, with $D>0$. The zero of energy is midway between them, and $D$ is half the gap.
3. The displacement couples the two orbitals through a matrix element $Lu$, linear in $u$.
4. The lower level holds two electrons of opposite spin. The upper level is empty, and the coupling does not act on spin.
5. Repulsion between the two electrons is left out, apart from whatever average effect is already contained in $D$ and $L$.
6. Every other part of the energy that depends on $u$ is written as $\tfrac12Ku^2$, with $K>0$.

The number $K$ is called the bare stiffness. It is the stiffness the lattice would have if $\phi_-$ and $\phi_+$ were prevented from mixing. It is not the stiffness inferred from a measured vibration frequency, because the mixing has already acted on that one.

The coupling $L$ is called vibronic because it ties the electronic state to a vibrational coordinate. It is an energy per length, and $K$ is an energy per length squared, so $L^2/D$ has the dimension of a stiffness.

### Lemma 1. Parity allows the off-diagonal coupling alone

Let $H(u)$ be the Hamiltonian of one electron with the nuclei held at $u$, and let $V=dH/du$ at $u=0$. Then $\langle\phi_-|V|\phi_-\rangle=\langle\phi_+|V|\phi_+\rangle=0$, while $L=\langle\phi_-|V|\phi_+\rangle$ may differ from zero.

*Proof.* Let $\mathcal P$ be the inversion operator. Inverting the electron's coordinates is equivalent to inverting the displacement, so
$$\mathcal P H(u)\mathcal P^{-1}=H(-u).$$
Differentiating with respect to $u$ and setting $u=0$ gives $\mathcal PV\mathcal P^{-1}=-V$. Take two orbitals $a$ and $b$ with $\mathcal P\phi_a=p_a\phi_a$ and $\mathcal P\phi_b=p_b\phi_b$, where each $p$ is $+1$ or $-1$. Inversion preserves scalar products, hence
$$\langle a|V|b\rangle=\langle \mathcal Pa|\mathcal PV\mathcal P^{-1}|\mathcal Pb\rangle=-p_ap_b\langle a|V|b\rangle .$$
If $p_ap_b=1$, the element equals its own negative and vanishes. This covers both diagonal elements. If $p_ap_b=-1$, the equation is an identity and sets no restriction. $\square$

Multiplying $\phi_+$ by a phase factor makes $L$ real and non-negative, and no energy depends on that choice. Opposite parity is necessary for $L\neq0$ but not sufficient, since another symmetry of the crystal may still forbid the element.

Without a diagonal element, neither orbital has an energy linear in $u$. The electrons gain energy from the displacement by changing the shape of their orbital, and that gain starts at order $u^2$. It competes with the elastic energy, which is of the same order. This is why a threshold exists at all.

### Remark. What the bare stiffness contains

A real electron has more than two orbitals available. To see where the others go, keep all of them for the moment and write the displaced lower orbital as $\phi_-+u\sum_nc_n\phi_n$, with real coefficients. Let $\varepsilon_n$ be the orbital energies at $u=0$, $V_n=\langle\phi_n|V|\phi_-\rangle$ taken real, and $W=d^2H/du^2$ at $u=0$. To order $u^2$ the energy of one electron changes by
$$u^2\Big[\tfrac12\langle W\rangle+2\sum_nc_nV_n+\sum_nc_n^2(\varepsilon_n-\varepsilon_-)\Big],$$
where $\langle W\rangle$ is taken in $\phi_-$. The first term is the direct change of the Hamiltonian, the second the gain from mixing, and the third the cost of occupying other orbitals. Setting the derivative with respect to $c_n$ to zero gives $c_n=-V_n/(\varepsilon_n-\varepsilon_-)$. Inserted, this makes the second and third terms together equal to $-\sum_nV_n^2/(\varepsilon_n-\varepsilon_-)$.

The curvature is twice the coefficient of $u^2$, and there are two electrons. The pair therefore contributes
$$2\langle W\rangle-4\sum_n\frac{V_n^2}{\varepsilon_n-\varepsilon_-}.$$
The term with $n=+$ has $V_n=L$ and a denominator $2D$, and equals $-2L^2/D$. The two-level model keeps this term explicitly. The rest, together with the repulsion between the nuclei and the energy of all other electrons, belongs to $K$.

How much one partner orbital captures depends on the system. As a test, take an electron on a line with $\hbar=m=1$, in a potential made of fixed wells $-2e^{-(x\mp2)^2}$ and a movable centre well $-2e^{-(x-u)^2}$. The diagonal elements of $V$ in the two lowest states vanish there, as Lemma 1 requires. The curvature of the pair energy, found by diagonalizing at displaced positions of the well, agrees with the expression above. The first excited state supplies a fraction 0.715 of the sum over $n$. In that system, leaving the remaining 0.285 out of $K$ would make the bare stiffness too large.

### Lemma 2. The lower level

In the basis $(\phi_-,\phi_+)$ the Hamiltonian is
$$h(u)=\begin{pmatrix}-D&Lu\\Lu&D\end{pmatrix},$$
and its eigenvalues are $\pm S(u)$ with $S(u)=\sqrt{D^2+L^2u^2}$.

*Proof.* An eigenvalue $\varepsilon$ satisfies
$$(-D-\varepsilon)(D-\varepsilon)-L^2u^2=0.$$
The product is $-(D+\varepsilon)(D-\varepsilon)=\varepsilon^2-D^2$. Hence $\varepsilon^2=D^2+L^2u^2$. $\square$

The two levels move apart by equal amounts as $|u|$ grows. The lower one descends, and it is the occupied one. With two electrons in it, the total energy is
$$E(u)=\tfrac12Ku^2-2\sqrt{D^2+L^2u^2}.\qquad(1)$$
The factor 2 in front of the root counts the two spin directions.

### Theorem 1. The threshold

Under the assumptions above, let $K_c=2L^2/D$.

(a) The curvature of the energy at the nonpolar structure is $E''(0)=K-K_c$.

(b) If $K<K_c$, then $u=0$ is a local maximum of $E$ and the nonpolar structure is unstable.

(c) If $K\ge K_c$, then $E(u)>E(0)$ for every $u\ne0$, and $u=0$ is the only stationary point.

*Proof.* The chain rule gives $S'=L^2u/S$. The slope of (1) is therefore
$$E'(u)=Ku-\frac{2L^2u}{S}=u\left(K-\frac{2L^2}{S}\right).\qquad(2)$$
Differentiating once more, by the product rule,
$$E''(u)=K-\frac{2L^2}{S}+u\,\frac{2L^2}{S^2}\,S'=K-\frac{2L^2}{S}+\frac{2L^4u^2}{S^3}.$$
The last two terms combine over the denominator $S^3$. Their sum is $-2L^2(S^2-L^2u^2)/S^3$, and $S^2-L^2u^2=D^2$, so that
$$E''(u)=K-\frac{2L^2D^2}{S^3}.\qquad(3)$$
At $u=0$ one has $S=D$, which gives (a). Since $E'(0)=0$, a negative curvature there means a local maximum, which is (b).

Part (c) needs more than the curvature, because at $K=K_c$ the curvature vanishes and decides nothing. Use
$$S-D=\frac{S^2-D^2}{S+D}=\frac{L^2u^2}{S+D}.$$
With $E(0)=-2D$ this yields, with no approximation,
$$E(u)-E(0)=\tfrac12Ku^2-2(S-D)=\frac{u^2}{2}\left[K-\frac{4L^2}{S+D}\right].\qquad(4)$$
If $L=0$ the bracket is $K>0$. If $L>0$ and $u\neq0$, then $S>D$, so $4L^2/(S+D)<2L^2/D=K_c\le K$ and the bracket is positive again. In the same way the bracket in (2) is positive for $u\ne0$, so no other stationary point exists. $\square$

The marginal case $K=K_c$ is thus stable, but softly. For small $u$, $S\approx D+L^2u^2/(2D)$, and
$$\frac{4L^2}{S+D}\approx\frac{2L^2}{D}\left(1-\frac{L^2u^2}{4D^2}\right).$$
Inserted in (4), this gives
$$E(u)-E(0)\approx\tfrac12(K-K_c)u^2+\frac{L^4}{4D^3}u^4.\qquad(5)$$
The quartic coefficient is positive, and at the threshold it alone holds the structure in place.

The theorem was tested by diagonalizing $h(u)$ for twelve random pairs, with $D$ between 0.3 and 3 eV and $L$ between 5 and 100 eV/nm. For each pair $K/K_c$ took the values 0.5, 0.9, 0.99, 1, 1.01 and 1.5, and $u$ ran from $0.02\,D/L$ to $4\,D/L$. An energy below $E(0)$ appeared for the three ratios below 1 and for none of the others.

### Remark. Where the factors come from

The threshold can be read as an account of gains and costs. Let one electron admit the upper orbital with a small amplitude $c$. The mixing changes its energy by $2cLu$, and the occupation of the upper orbital costs $2Dc^2$. The sum is lowest at $c=-Lu/(2D)$. The gain is then $L^2u^2/D$ and the cost $L^2u^2/(2D)$, which leaves a net lowering of $L^2u^2/(2D)$ per electron. Two electrons lower the energy by $L^2u^2/D$, and the lattice charges $\tfrac12Ku^2$. The electrons win when $\tfrac12K<L^2/D$, which is the theorem.

The constant in the criterion follows the conventions. With the full gap $\Delta=2D$ the threshold reads $4L^2/\Delta$. If the elastic energy is written $Ku^2$ without the factor $\tfrac12$, it reads $L^2/D$.

The number of electrons matters as well. With $n_-$ electrons held in the lower level and $n_+$ in the upper, the levels contribute $-(n_--n_+)S$, and the steps above lead to a threshold $(n_--n_+)L^2/D$. One electron has half the effect of two. If both levels are full, the contributions cancel and the coupling does not soften the lattice at all. The instability needs an empty partner, or at least one less occupied than the lower level.

### Remark. Limiting cases

If $L=0$, then $K_c=0$ and every positive $K$ gives a stable nonpolar structure. Within the model the vibronic coupling is therefore the sole cause of the instability.

If the gap grows at fixed $L$, the threshold falls as $1/D$. Wide-gap partners soften the lattice weakly.

If $D\to0$ at fixed $L>0$, the threshold grows without bound. Equation (1) becomes $\tfrac12Ku^2-2L|u|$, which has a cusp at $u=0$ instead of a curvature. Any finite stiffness then gives way, and the minima lie at $|u|=2L/K$. This is the behaviour of degenerate levels. With a finite gap the cusp is rounded over a displacement of order $D/L$.

### Remark. Using the criterion in a relaxation

Take $D=1.5$ eV, $L=50$ eV/nm and $K=3000$ eV/nm². Then
$$K_c=\frac{2\times50^2}{1.5}=3333\ \text{eV/nm}^2,\qquad K-K_c=-333\ \text{eV/nm}^2 .$$
The nonpolar structure is unstable, and the relaxation has to start from displaced atoms. The size of the push matters. The outward force at small $u$ is $333\,u$ in eV/nm. If the relaxation stops at forces below 0.1 eV/nm, a push of less than $0.1/333=0.0003$ nm passes as converged at the symmetric structure.

With $K=3400$ eV/nm² and the same $D$ and $L$, the net curvature is $+67$ eV/nm² and the nonpolar structure is stable. The harmonic vibration frequency at $u=0$ corresponds to this softened value. A measured frequency can lie well above it, because so close to the threshold the quartic term in (5) stiffens the motion of real nuclei. Putting 67 in place of $K$ in the criterion would compare it with 3333 and declare a stable structure unstable, because the softening would be counted twice. A stiffness that already contains the mixing is to be compared with zero.

## Part II. The polar state and its limits

The symbols carry over from Part I. The polar displacement is $u$, the two orbitals lie at $\mp D$ when $u=0$, their coupling is $Lu$, and $K$ is the bare stiffness, which excludes their mixing. With $S=\sqrt{D^2+L^2u^2}$ and two electrons in the lower level, the results needed are
$$E=\tfrac12Ku^2-2S,\qquad E'=u\Big(K-\frac{2L^2}{S}\Big),\qquad E''=K-\frac{2L^2D^2}{S^3}.$$
The nonpolar structure is unstable when $K<K_c=2L^2/D$. From here on $L>0$, and the strength of the coupling is measured by $f=K_c/K=2L^2/(KD)$. The instability is the case $f>1$.

Within the two-level model, the nonpolar structure is unstable exactly when the bare stiffness $K$ lies below $K_c=2L^2/D$, that is, when $f>1$. It remains to find where the displacement then stops and how deep the polar wells are, and to see how effects left out of the model change the result.

Numerical values quoted here were computed with a short program.
